\section*{Why the generalized Bloch theorem does not cover sinusoidal spin-density waves}

\section{What the primitive cell leaves out}

Suppose that a metal orders in a sinusoidal spin-density wave, and that its electronic structure is computed in one primitive cell with spiral boundary conditions. The calculation runs, but it describes another state. Every equivalent site receives a moment of the same length and the same charge. In the mean-field chain solved below, such a calculation finds a uniform moment of $0.18\,\mu_B$. A supercell finds a wave whose first harmonic is $0.29\,\mu_B$, accompanied by a charge modulation, and lower in free energy.

The belief behind the shortcut has good grounds. Without spin-orbit coupling, the generalized Bloch theorem treats a spin spiral of any wavevector $q$, even an incommensurate one, in the primitive cell. A sinusoidal wave also has a single $q$, and it is the sum of two spirals turning in opposite senses. It seems to follow that the theorem covers it too. The inference fails because the theorem rests on a symmetry of the whole Hamiltonian, and a sum of two fields need not inherit the symmetry of either.

\section{What the theorem requires}

Take a chain of equivalent sites $j$ with spacing $d$, no spin-orbit coupling, and
\begin{equation}
H=-t\sum_{j\sigma}\left(c^\dagger_{j+1,\sigma}c_{j\sigma}+\text{h.c.}\right)-\sum_j \mathbf h_j\cdot c_j^\dagger\boldsymbol\sigma c_j .
\end{equation}
The exchange field $\mathbf h_j$ is an energy. Let $\theta=qd$ be the phase advance of the magnetic order per site, and let $k$ be the phase advance of a plane wave per site, so that $\varepsilon_k=-2t\cos k$.

A spiral has $\mathbf h_j=h(\cos\theta j,\sin\theta j,0)$. Let $T_n$ move every site by $n$, and let $S=e^{-in\theta\sigma_z/2}$, which rotates spin vectors by $n\theta$ about $z$. The hopping is unchanged by $W=T_nS$. The field at $j$ is carried to $j+n$ and turned by $n\theta$, which makes it $\mathbf h_{j+n}$. Hence $WHW^\dagger=H$ for every $n$ and every $\theta$.

This reduces the spectrum to a two-state problem. Since
\begin{equation}
\mathbf h_j\cdot\boldsymbol\sigma=h\left(e^{-i\theta j}|{\uparrow}\rangle\langle{\downarrow}|+e^{i\theta j}|{\downarrow}\rangle\langle{\uparrow}|\right),
\end{equation}
spin up at $k$ couples to spin down at $k+\theta$ and to nothing else. The $2\times2$ matrix has diagonal elements $\varepsilon_k,\varepsilon_{k+\theta}$ and off-diagonal elements $-h$, so
\begin{equation}
E_\pm=\frac{\varepsilon_k+\varepsilon_{k+\theta}}2\pm\sqrt{\left(\frac{\varepsilon_k-\varepsilon_{k+\theta}}2\right)^2+h^2}.
\end{equation}

The same symmetry fixes what can come out. The thermal density matrix is a function of $H$ and therefore also commutes with $W$. Equivalent sites then have equal charges, and their moments are rotated copies of one another, with equal lengths. If the moment is placed along the rotation axis instead, each copy equals the original: all equivalent sites have the same moment, which may be zero, whatever $q$ was entered.

\section{How the sinusoidal wave breaks the symmetry}

Now let $\mathbf h_j=h\cos(\theta j+\varphi)\,\hat{\mathbf z}$. Try to repair a translation by $n$ sites with any global spin rotation $O$. The hopping cancels in $H-WHW^\dagger$, leaving the field difference $\mathbf h_j-O\mathbf h_{j-n}$ on each site. For a real vector $\mathbf a$, $\mathrm{tr}(\mathbf a\cdot\boldsymbol\sigma)^2=2|\mathbf a|^2$. With $c=\hat{\mathbf z}\cdot O\hat{\mathbf z}$, which lies between $-1$ and $1$, the sum of squared matrix elements is
\begin{equation}
\|H-WHW^\dagger\|^2=2\sum_j\left(h_j^2+h_{j-n}^2-2c\,h_jh_{j-n}\right).
\end{equation}
Take a ring of $L$ sites that holds whole periods, with $\theta\neq0,\pi$ modulo $2\pi$. Then $\sum_jh_j^2=Lh^2/2$. The product of cosines is
\begin{equation}
h_jh_{j-n}=\tfrac12h^2\left[\cos n\theta+\cos(2\theta j-n\theta+2\varphi)\right],
\end{equation}
whose second term sums to zero. The squared mismatch is thus $2Lh^2(1-c\cos n\theta)$. Its minimum is reached at $c=\pm1$:
\begin{equation}
\min_O\|H-WHW^\dagger\|^2=2Lh^2\left(1-|\cos n\theta|\right).
\end{equation}
Adding time reversal changes $c$ to $-c$ and brings no lower value.

The symmetry therefore exists only when $n\theta$ is a multiple of $\pi$. For $\theta=2\pi M/N$ in lowest terms, this means that $2nM/N$ is an integer, so $N$ divides $2n$. The smallest $n$ is $N/2$ for even $N$ and $N$ for odd $N$. An incommensurate wave has no such $n$, and a periodic calculation must replace it by a commensurate approximant. At $\theta=0$ the field is uniform, and at $\theta=\pi$ it alternates in sign; there $n=1$ suffices, and the theorem does apply.

Take $\theta=0.95\pi=2\pi\times19/40$. Relative to $2Lh^2$, the mismatch for one site is $1-\cos(0.05\pi)=0.012$. Locally the wave looks almost like a two-sublattice antiferromagnet. The mismatch reaches 1 at $n=10$ and returns to zero at $n=20$. A cell of 20 sites with a spin-flip boundary condition is enough; with ordinary periodicity, 40 are needed. Chromium is in this situation: its wave is close to simple antiferromagnetism but repeats after, very roughly, twenty cubic cells, and it is in general incommensurate.

Modulated length is sufficient to break the one-site symmetry, because a rotation cannot change a length. It is not necessary. The sequence up-up-down-down, given by $\theta=\pi/2$ and $\varphi=\pi/4$, has equal lengths, yet its relative mismatch at $n=1$ is $1-|\cos(\pi/2)|=1$.

In momentum space, the cosine contains both $e^{i\theta j}$ and $e^{-i\theta j}$. It links $k$ to $k\pm\theta$, these to $k\pm2\theta$, and so on. The chain closes after $N$ steps, so each spin has a block of $N$ states: 40 here, against two states in all for the spiral.

\section{The charge wave at $2q$}

An elliptical field shows how the charge wave appears between the two cases. Let
\begin{equation}
\mathbf h_j=(a\cos\theta j,\,b\sin\theta j,\,0)=\mathbf g\,e^{i\theta j}+\mathbf g^*e^{-i\theta j},\qquad \mathbf g=\tfrac12(a,-ib,0).
\end{equation}
At fixed chemical potential $\mu$, the density matrix is $f(H)$, with $f$ the Fermi function. Write it as
\begin{equation}
f(H)=\oint\frac{dz}{2\pi i}\,\frac{f(z)}{z-H},
\end{equation}
where the contour encloses the energy levels but no pole of $f$. With $V$ the field term and $G=(z-H_0)^{-1}$ the resolvent without it, the second-order part of $(z-H)^{-1}$ is $GVGVG$. Two steps upward in momentum contribute $(-\mathbf g\cdot\boldsymbol\sigma)^2$. Because $\mathbf g\times\mathbf g=0$,
\begin{equation}
(\mathbf g\cdot\boldsymbol\sigma)^2=\mathbf g\cdot\mathbf g=\frac{a^2-b^2}4 .
\end{equation}
The remaining factor follows from the residues. With $\varepsilon_0,\varepsilon_1,\varepsilon_2$ standing for $\varepsilon_k,\varepsilon_{k+\theta},\varepsilon_{k+2\theta}$,
\begin{equation}
D_k=\frac{f(\varepsilon_0)}{(\varepsilon_0-\varepsilon_1)(\varepsilon_0-\varepsilon_2)}+\frac{f(\varepsilon_1)}{(\varepsilon_1-\varepsilon_0)(\varepsilon_1-\varepsilon_2)}+\frac{f(\varepsilon_2)}{(\varepsilon_2-\varepsilon_0)(\varepsilon_2-\varepsilon_1)},
\end{equation}
with the limit taken where energies coincide. The spin trace gives a factor 2, and the two steps downward give the complex conjugate, so that $e^{2i\theta j}$ becomes $2\cos2\theta j$. The modulated charge is
\begin{equation}
\delta n_j=2\cdot\frac{a^2-b^2}4\cdot2\cos(2\theta j)\,\frac1L\sum_kD_k=(a^2-b^2)K\cos2\theta j,\qquad K=\frac1L\sum_kD_k .
\end{equation}
The circle, $a=b$, has no charge wave. If $a$ is the longer semi-axis and is held fixed, with $K\neq0$, flattening the ellipse to a line makes the wave largest at this order.

For a number, take $t=1$ eV, $k_BT=0.1$ eV, $\mu=-0.4$ eV and a 40-site ring with $k=2\pi(i+0.3)/40$ for integer $i$; the offset, a phase at the boundary, avoids coinciding energies. The sum gives $K=0.252\ \mathrm{eV}^{-2}$. For a collinear field of $0.3$ eV, the quadratic law predicts an amplitude $0.3^2\times0.252=0.0227$ electrons. Diagonalizing the full Hamiltonian gives $0.0211$. The law is about 8\% too high relative to that value, because it omits higher orders in the field.

A symmetry fixes the harmonics beyond second order. Reversing the collinear field is the same as adding $\pi$ to $\varphi$. It is also the same as turning all spins by $\pi$ about $x$, which preserves charge and reverses the $z$ moment. As functions of the phase $\theta j+\varphi$, the charge thus repeats after $\pi$ and the moment changes sign after $\pi$. Charge has even harmonics of this phase, and the moment has odd ones. On the sites of a commensurate wave, harmonics that differ by $N$ coincide; for odd $N$ this mixes the two sets, so that a charge component at $q$ and a net moment are then allowed.

An allowed harmonic may still vanish. At $\mu=0$ on a ring of even length with ordinary periodicity, replace $c_{j\sigma}$ by $(-1)^jc^\dagger_{j,-\sigma}$. The sign from neighbouring sites cancels the sign from reordering the operators, so the hopping is unchanged. Since $n_{j\sigma}\to1-n_{j,-\sigma}$, the difference $n_{j\uparrow}-n_{j\downarrow}$ is unchanged too, while $n_j\to2-n_j$. Therefore $n_j=1$ on every site: this half-filled chain has a spin-density wave and no site-charge wave.

\section{What two spirals do tell}

The belief contains a truth at second order. For $\theta\neq0,\pi$ modulo $2\pi$, translation and spin-rotation symmetry allow one quadratic term in the grand potential $\Omega$, proportional to $\mathbf g\cdot\mathbf g^*=(a^2+b^2)/4$. A spiral of radius $h$ and a collinear wave of amplitude $\sqrt2h$ both have $\mathbf g\cdot\mathbf g^*=h^2/2$, hence the same energy at this order. In mean field, spirals can therefore locate a continuous magnetic instability and its wavevector.

At fourth order, for $4\theta$ not a multiple of $2\pi$, there are two terms:
\begin{equation}
\frac{\Omega_4}L=B(\mathbf g\cdot\mathbf g^*)^2+C|\mathbf g\cdot\mathbf g|^2 .
\end{equation}
The second vanishes for the spiral and equals $Ch^4/4$ for the wave. On the ring above, with $h=0.01$ eV, diagonalization gives $\Omega_{\rm wave}-\Omega_{\rm spiral}=-3.50\times10^{-8}$ eV for all 40 sites. To leading order,
\begin{equation}
C=\frac{4\times(-3.50\times10^{-8})}{40\times(0.01)^4}\ \mathrm{eV}^{-3}=-0.35\ \mathrm{eV}^{-3}.
\end{equation}
The energy of the spiral gives $B$ but does not determine $C$, whose sign decides, at this order and for imposed fields of equal $\mathbf g\cdot\mathbf g^*$, which of the two has the lower $\Omega$. When the field is self-consistent, the charge wave at $2q$ also costs repulsion energy at the same order. This adds a positive term to $C$ and can reverse its sign, so the value above does not by itself fix which state wins.

\section{A self-consistent wave}

Let the field now arise from a Hubbard repulsion $U$ in mean field. With charge $n_j$ and moment $m_j=n_{j\uparrow}-n_{j\downarrow}$ (in $\mu_B$ for $g=2$), an electron of spin $s=\pm1$ feels the opposite spin density, $U(n_j-sm_j)/2$. The level energies count the interaction $Un_{j\uparrow}n_{j\downarrow}=U(n_j^2-m_j^2)/4$ twice, so the free energy for $N_e$ electrons is
\begin{equation}
\mathcal F=\Omega+\mu N_e-\frac U4\sum_j\left(n_j^2-m_j^2\right).
\end{equation}
For a spiral, $m_j$ is replaced by the moment length, and the two-state energies apply with $h=Um/2$, each raised by the uniform shift $Un/2$.

Take $t=1$ eV, $U=2$ eV, $k_BT=0.05$ eV and $0.95$ electrons per site. These are model values, not parameters of chromium. The nonmagnetic Fermi points are at $k_F=\pm0.95\pi/2$, so $\theta=0.95\pi$ joins them. The wave was iterated to self-consistency in a 40-site supercell with eight Bloch phases. Spirals were solved on the equivalent mesh of 320 values of $k$, minimizing $\mathcal F$ over $m$, for $\theta$ from $0.8\pi$ to $\pi$ in steps of $0.005\pi$.

\begin{center}
\begin{tabular}{lcc}
State & Moment ($\mu_B$) & $\mathcal F/L$ (eV)\\
Nonmagnetic & 0 & $-0.819379$\\
Best spiral, $\theta=0.955\pi$ & 0.179 & $-0.820291$\\
Wave, $\theta=0.95\pi$ & 0.288 (harmonic $q$) & $-0.820540$
\end{tabular}
\end{center}

Ordering gains $0.912$ meV per site for the best spiral and $1.161$ meV for the wave. The spiral misses $0.249/1.161=21\%$ of the wave's gain. Only one wavevector was computed for the wave; a better one could only widen the difference. The spiral is the best point of the scan; its optimum between grid points, near $\theta=0.953\pi$, lies about $0.004$ meV lower, which leaves the fraction at 21\%.



The charge harmonic at $2q$ is $0.0218$ electrons, and that at $4q$ is $-0.0015$. At an antinode of the moment they add to $0.95+0.0218-0.0015=0.970$ electrons; at a node, $0.95-0.0218-0.0015=0.927$. The missing electrons gather where the moment vanishes. The moment has a third harmonic of $-0.011\,\mu_B$, which flattens its crests. A single-cell spiral contains none of this structure.

The energy order belongs to this model and these parameters. Mean field also overstates order in one dimension, where fluctuations destroy such long-range order at finite temperature. The symmetry argument does not depend on which state wins: where a sinusoidal wave is the state to be described, and $\theta$ is neither $0$ nor $\pi$, the cell must be long enough for its modulation.
